# Two-centre dipole integrals from overlaps, and their dependence on the origin

The response of an electron shared by two atoms to a uniform electric field depends on matrix elements of its position. Some of them involve one atom only; others connect an orbital on one atom with an orbital on the other, and these are the subject here. Suppose that the radial functions are given as tables and that a routine for overlaps is available. Two questions arise. Can that routine also deliver the position integrals? And what do these integrals mean, given that their values change when the coordinate origin is moved?

## Setting and theorem

Let the orbitals be centred at $\mathbf R_A$ and $\mathbf R_B$, with $\mathbf R=\mathbf R_B-\mathbf R_A$. Measured from its own centre, each has the form

$$\phi_a(\mathbf r)=f_a(r)Y_{l_am_a}(\hat{\mathbf r}),\qquad \phi_b(\mathbf r)=f_b(r)Y_{l_bm_b}(\hat{\mathbf r}),$$

with real $f$ and complex spherical harmonics in the Condon–Shortley phase. Near its centre $f(r)=r^l g(r^2)$ with smooth $g$. The orbitals have finite range, or decay fast enough for all integrals below to converge. Write $|a\rangle$, $|b\rangle$ for the orbitals placed at their centres, and for an origin $\mathbf O$ define

$$S=\langle a|b\rangle,\qquad \mathbf D(\mathbf O)=\langle a|\mathbf r-\mathbf O|b\rangle .$$

$\mathbf D$ is a length; the matrix element of the electronic dipole operator is $-e\mathbf D$.

**Theorem.**

(i) $\mathbf D(\mathbf O)=(\mathbf R_B-\mathbf O)S+\mathbf M_B$, where $\mathbf M_B=\langle a|\mathbf r-\mathbf R_B|b\rangle$ does not depend on $\mathbf O$. Hence

$$\mathbf D(\mathbf O+\mathbf d)=\mathbf D(\mathbf O)-\mathbf d\,S .$$

(ii) Each Cartesian component of $\mathbf M_B$ is a finite sum of overlaps of $\phi_a$ with functions $r f_b(r)Y_{l'm'}$ centred at $\mathbf R_B$, where $l'=l_b\pm1$.

**Proof of (i).** Write $\mathbf r-\mathbf O=(\mathbf R_B-\mathbf O)+(\mathbf r-\mathbf R_B)$. The first bracket is a constant vector and leaves the integral as a factor of $S$. The second does not contain $\mathbf O$. Replacing $\mathbf O$ by $\mathbf O+\mathbf d$ subtracts $\mathbf dS$. ∎

If instead both atoms move by $\mathbf d$ at fixed origin, $S$ and $\mathbf M_B$ are unchanged and $\mathbf D$ gains $+\mathbf dS$.

Part (ii) requires the product of a coordinate and a spherical harmonic.

## Why two angular momenta suffice

**Lemma 1.** Let $H$ be a homogeneous harmonic polynomial of degree $l$. Then

$$x_iH=\Big[x_iH-\frac{r^2\partial_iH}{2l+1}\Big]+\frac{r^2\,\partial_iH}{2l+1},$$

where the bracket is harmonic of degree $l+1$ and $\partial_iH$ is harmonic of degree $l-1$ (zero if $l=0$).

**Proof.** Derivatives commute, so $\nabla^2\partial_iH=0$. The product rule gives $\nabla^2(x_iH)=2\partial_iH$. For $G=\partial_iH$, Euler's relation $\mathbf r\cdot\nabla G=(l-1)G$ gives

$$\nabla^2(r^2G)=6G+4\,\mathbf r\cdot\nabla G+r^2\nabla^2G=[6+4(l-1)]G=2(2l+1)G .$$

The Laplacian of the bracket is therefore $2G-2G=0$. ∎

Harmonic polynomials $H,H'$ of different degrees $l,l'$ are orthogonal on the unit sphere. Green's theorem gives $0=\int(H^*\partial_rH'-H'\partial_rH^*)\,d\Omega=(l'-l)\int H^*H'\,d\Omega$.

## The coefficients

Let $u=x+iy$, $v=x-iy$, and define

$$P_{lm}=\sum_{\substack{p+q+s=l\\ p-q=m}}\frac{(-u/2)^p(v/2)^qz^s}{p!\,q!\,s!}.$$

It vanishes for $|m|>l$ and varies as $e^{im\varphi}$. It is harmonic because, by the multinomial theorem,

$$\frac1{l!}\Big(z-\frac{tu}{2}+\frac{v}{2t}\Big)^l=\sum_mt^mP_{lm}.$$

The left side is a power of $\mathbf c\cdot\mathbf r$ with $c_x=(t^{-1}-t)/2$, $c_y=-i(t^{-1}+t)/2$, $c_z=1$. Here $c_x^2+c_y^2=-1$, so $\mathbf c\cdot\mathbf c=0$ and $\nabla^2(\mathbf c\cdot\mathbf r)^l=l(l-1)(\mathbf c\cdot\mathbf c)(\mathbf c\cdot\mathbf r)^{l-2}=0$ for every $t\neq0$.

**Lemma 2.** On the unit sphere

$$I_{lm}=\int|P_{lm}|^2d\Omega=\frac{4\pi}{(2l+1)(l+m)!(l-m)!},$$

so that $r^lY_{lm}=P_{lm}/\sqrt{I_{lm}}$.

**Proof.** Since $P_{lm}^*=(-1)^mP_{l,-m}$, take $m\ge0$. For $l=m$, $P_{mm}=(-u/2)^m/m!$ and

$$I_{mm}=\frac{2\pi}{4^m(m!)^2}\int_0^\pi\sin^{2m+1}\theta\,d\theta=\frac{2\pi}{4^m(m!)^2}\,\frac{2^{2m+1}(m!)^2}{(2m+1)!}=\frac{4\pi}{(2m+1)!},$$

as claimed. For $l>m$, evaluate $J=\int P_{l-1,m}^*\,z\,P_{lm}\,d\Omega$ in two ways.

First apply Lemma 1 to $zP_{lm}$. Because $\partial_zP_{lm}=P_{l-1,m}$, orthogonality leaves $J=I_{l-1,m}/(2l+1)$.

Next apply it to $zP_{l-1,m}$. Its top part is harmonic, of degree $l$, and varies as $e^{im\varphi}$, so it is $\sum_q\alpha_qu^{m+q}v^qz^{l-m-2q}$. With $\nabla^2=\partial_z^2+4\partial_u\partial_v$, Laplace's equation fixes each $\alpha_q$ from $\alpha_{q-1}$:

$$4q(m+q)\alpha_q=-(l-m-2q+2)(l-m-2q+1)\alpha_{q-1}.$$

Such a polynomial is unique up to a factor, so the top part is $\kappa P_{lm}$. Compare the terms $u^mz^{l-m}$ in $zP_{l-1,m}-r^2P_{l-2,m}/(2l-1)$, using $r^2=z^2+uv$, and cancel the common $(-1/2)^m/m!$. Multiplication by $(l-m)!$ then gives

$$\kappa=(l-m)\Big[1-\frac{l-m-1}{2l-1}\Big]=\frac{(l-m)(l+m)}{2l-1}.$$

Thus $J=\kappa I_{lm}$, and

$$I_{lm}=\frac{2l-1}{(2l+1)(l^2-m^2)}\,I_{l-1,m}.$$

The stated formula satisfies this recursion and the starting value.

By the uniqueness just shown, $r^lY_{lm}$ is a multiple of $P_{lm}$. The phase also agrees: for $m\ge0$ and close to the positive $z$ axis, $P_{lm}$ is $(-1)^me^{im\varphi}$ times a positive number, and $P_{lm}^*=(-1)^mP_{l,-m}$, as the Condon–Shortley convention requires. ∎

**Lemma 3.** With $\mathbf n=\mathbf r/r$ and $n_\pm=n_x\pm in_y$,

$$n_zY_{lm}=\sqrt{\tfrac{(l+1)^2-m^2}{(2l+1)(2l+3)}}\,Y_{l+1,m}+\sqrt{\tfrac{l^2-m^2}{(2l-1)(2l+1)}}\,Y_{l-1,m},$$

$$n_\pm Y_{lm}=\mp\sqrt{\tfrac{(l\pm m+1)(l\pm m+2)}{(2l+1)(2l+3)}}\,Y_{l+1,m\pm1}\pm\sqrt{\tfrac{(l\mp m)(l\mp m-1)}{(2l-1)(2l+1)}}\,Y_{l-1,m\pm1}.$$

Terms with $|m'|>l'$ are absent.

**Proof.** Since $\partial_x+i\partial_y=2\partial_v$ and $\partial_x-i\partial_y=2\partial_u$, differentiating the sum term by term gives

$$\partial_zP_{lm}=P_{l-1,m},\quad(\partial_x+i\partial_y)P_{lm}=P_{l-1,m+1},\quad(\partial_x-i\partial_y)P_{lm}=-P_{l-1,m-1}.$$

By Lemma 1, the lower part of $n_zY_{lm}$ has coefficient $(2l+1)^{-1}\sqrt{I_{l-1,m}/I_{lm}}$. The ratio under the root is $(2l+1)(l^2-m^2)/(2l-1)$, which gives the stated value. For $n_+$ the corresponding ratio is

$$\frac{I_{l-1,m+1}}{I_{lm}}=\frac{2l+1}{2l-1}\,\frac{(l+m)!\,(l-m)!}{(l+m)!\,(l-m-2)!}=\frac{2l+1}{2l-1}(l-m)(l-m-1).$$

For $n_-$ replace $m$ by $-m$ and keep the minus sign of the derivative rule.

The upper coefficients follow from the lower ones because $n_+^*=n_-$:

$$\int Y_{l+1,m+1}^*\,n_+Y_{lm}\,d\Omega=\Big(\int Y_{lm}^*\,n_-Y_{l+1,m+1}\,d\Omega\Big)^*.$$

The right side is the lower coefficient of $n_-$ acting on $(l+1,m+1)$, namely $-\sqrt{(l+m+2)(l+m+1)/[(2l+1)(2l+3)]}$. The upper coefficients of $n_-$ and $n_z$ follow in the same way. ∎

**Proof of (ii).** Form $n_x=(n_++n_-)/2$ and $n_y=(n_+-n_-)/(2i)$, and write the result as $n_iY_{l_bm_b}=\sum c^i_{l'm'}Y_{l'm'}$. About $\mathbf R_B$ the coordinate is $rn_i$, so

$$M_{B,i}=\sum_{l'=l_b\pm1}\sum_{m'}c^i_{l'm'}\,\langle a|\,r f_b\,Y_{l'm'}\rangle .\qquad ∎$$

The auxiliary functions are as regular as the original orbital. For $l'=l_b+1$ the radial factor is $r^{l'}g$, and for $l'=l_b-1$ it is $r^{l'}r^2g$. Multiplication by $r$ does not enlarge their support. For orbitals with cutoffs $r_A$ and $r_B$, both $S$ and $\mathbf D$ therefore vanish when $R>r_A+r_B$.

## Evaluating every overlap with the same formula

Let $\tilde\phi(\mathbf k)=(2\pi)^{-3/2}\int e^{-i\mathbf k\cdot\mathbf r}\phi\,d^3r$. The expansion of a plane wave in spherical waves gives

$$\tilde\phi(\mathbf k)=(-i)^lF(k)Y_{lm}(\hat{\mathbf k}),\qquad F(k)=\sqrt{\tfrac2\pi}\int_0^\infty r^2j_l(kr)f(r)\,dr,$$

since $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$. Displacing $\phi_b$ by $\mathbf R$ multiplies its transform by $e^{-i\mathbf k\cdot\mathbf R}$, and Parseval's theorem gives $S=\int\tilde\phi_a^*\tilde\phi_b\,e^{-i\mathbf k\cdot\mathbf R}d^3k$. Expand the remaining exponential as $4\pi\sum_{LM}(-i)^Lj_L(kR)Y_{LM}^*(\hat{\mathbf k})Y_{LM}(\hat{\mathbf R})$ and collect the phases $i^{l_a}(-i)^{l_b}(-i)^L$:

$$S(\mathbf R)=4\pi\sum_Li^{\,l_a-l_b-L}\,G_L\,Y_{LM}(\hat{\mathbf R})\int_0^\infty k^2F_aF_b\,j_L(kR)\,dk,$$

$$G_L=\int Y_{l_am_a}^*Y_{l_bm_b}Y_{LM}^*\,d\Omega,\qquad M=m_b-m_a .$$

The azimuthal integral fixes $M$. Parity requires $l_a+l_b+L$ to be even, and the angular-momentum triangle rule restricts $L$ to $|l_a-l_b|,\dots,l_a+l_b$. For an auxiliary overlap, replace $f_b$ by $rf_b$ and $(l_b,m_b)$ by $(l',m')$.

**One-centre limit.** At $\mathbf R=0$ the angular integral in each auxiliary overlap is an orthogonality integral, hence

$$M_{B,i}=c^i_{l_am_a}\int_0^\infty r^3f_af_b\,dr .$$

This vanishes unless $l_a=l_b\pm1$, the atomic dipole selection rule. At finite separation $\phi_a$ has no single angular momentum about $\mathbf R_B$, so the restriction on $l'$ no longer restricts $l_a$.

## What the origin dependence means

**Remark 1: the choice of centre.** Recoupling on $A$ gives $\mathbf M_A=\langle a|\mathbf r-\mathbf R_A|b\rangle$, with components $\sum(c^i_{l'm'})^*\langle rf_aY_{l'm'}|b\rangle$, where the coefficients now belong to $(l_a,m_a)$. Since $\mathbf r-\mathbf R_A=(\mathbf r-\mathbf R_B)+\mathbf R$,

$$\mathbf M_A=\mathbf M_B+\mathbf R\,S .$$

The two sides use different auxiliary functions, so this relation can expose a wrong sign or coefficient.

**Remark 2: orthogonal states.** If $S=0$, the integral does not depend on the origin. For normalized orbitals with $|S|<1$, the state

$$|\psi\rangle=\frac{|b\rangle-S|a\rangle}{\sqrt{1-|S|^2}}$$

is normalized and orthogonal to $|a\rangle$. The density $|\phi_a|^2$ is even about $\mathbf R_A$, so $\langle a|\mathbf r-\mathbf O|a\rangle=\mathbf R_A-\mathbf O$. With $\mathbf D(\mathbf O)=(\mathbf R_A-\mathbf O)S+\mathbf M_A$, the terms containing $\mathbf O$ cancel:

$$\langle a|\mathbf r-\mathbf O|\psi\rangle=\frac{\mathbf M_A}{\sqrt{1-|S|^2}} .$$

**Remark 3: a whole molecule.** Let $\rho_{ba}$ be the density matrix of $N$ electrons in the orbital basis, so that $\sum_{ab}\rho_{ba}S_{ab}=N$. The electronic dipole $-e\sum_{ab}\rho_{ba}\mathbf D_{ab}$ changes by $+eN\mathbf d$ when the origin moves by $\mathbf d$. Nuclei of total charge $Ze$ contribute $-eZ\mathbf d$. The total dipole is independent of the origin when $N=Z$.

## Worked example: two parallel $p_z$ orbitals with an oblique separation

Take two normalized model orbitals with $l=1$, $m=0$ and $f\propto r(1-r^2/r_c^2)^3$ for $r<r_c$, zero outside. The cutoffs are 0.30 nm for $A$ and 0.35 nm for $B$. The centres are $\mathbf R_A=(0.10,0.05,0)$ nm and $\mathbf R_B=(0.22,0.05,0.16)$ nm, 0.20 nm apart.

Lemma 3 gives

$$n_xY_{10}=0.3162\,(Y_{2,-1}-Y_{21}),\qquad n_yY_{10}=0.3162\,i\,(Y_{21}+Y_{2,-1}),$$

$$n_zY_{10}=0.5164\,Y_{20}+0.5774\,Y_{00}.$$

The overlaps of $\phi_a$ with $rf_bY_{l'm'}$ are 0.04205 nm for $(0,0)$, $-0.04667$ nm for $(2,0)$, and $\mp0.01357$ nm for $(2,\pm1)$. Therefore

$$M_{B,x}=0.3162\,(0.01357+0.01357)=0.0086\ \text{nm},\qquad M_{B,y}=0,$$

$$M_{B,z}=0.5164(-0.04667)+0.5774(0.04205)=-0.0241+0.0243=0.0002\ \text{nm}.$$

The $l+1$ and $l-1$ parts of the $z$ component nearly cancel in this geometry. Keeping one of them alone would give a value more than a hundred times too large in magnitude.

With $S=-0.1044$, the overlap term at $\mathbf O=0$ is $\mathbf R_BS=(-0.0230,-0.0052,-0.0167)$ nm, and

$$\mathbf D(0)=(-0.0144,-0.0052,-0.0165)\ \text{nm}.$$

The corresponding matrix element is $-e\mathbf D=(2.30,0.84,2.65)\times10^{-30}$ C m. Its $y$ component comes entirely from the overlap term. Both orbitals are even under reflection in the plane $y=0.05$ nm, so $M_{B,y}=0$, and an origin in that plane would remove $D_y$.

Move the origin by $\mathbf d=(0.30,-0.20,0.10)$ nm. Then $-\mathbf dS=(0.0313,-0.0209,0.0104)$ nm and

$$\mathbf D(\mathbf d)=(0.0169,-0.0261,-0.0061)\ \text{nm}.$$

The $x$ component has changed sign although the orbitals have not moved. An individual two-centre element with $S\ne0$ therefore cannot by itself be read as a transition dipole.

Recoupling on $A$ gives $\mathbf M_A=(-0.0039,0,-0.0165)$ nm, in agreement with $\mathbf M_B+\mathbf RS$. After orthogonalizing $b$ against $a$ as in Remark 2, the integral is $(-0.0040,0,-0.0166)$ nm, and direct integration gives this result for both origins. The value is independent of the origin but depends on which orthogonal pair is chosen. Orthogonalizing $a$ against $b$ instead gives $\mathbf M_B/\sqrt{1-S^2}=(0.0086,0,0.0002)$ nm. Symmetric (Löwdin) orthogonalization, for real $S$, gives $(\mathbf M_A+\mathbf M_B)/[2(1-S^2)]=(0.0023,0,-0.0083)$ nm. A physical transition dipole requires the actual eigenstates, which the overlap alone does not determine.

The numerical output compares the overlap formulas with direct sums of the original integrands on a Cartesian grid. The tests cover this pair and three pairs of $s$, $p$ and $d$ type in a general direction. The largest absolute differences are $5\times10^{-10}$ in $S$ and $1.1\times10^{-10}$ nm in a component of $\mathbf D$. For the same two $p_z$ orbitals placed 0.70 nm apart, beyond the cutoff sum of 0.65 nm, $S$ and $\mathbf M_B$ vanish to within numerical rounding.

## Values computed for the example and the checks

```
cutoff radii of A and B: 0.30, 0.35 nm
position R_A (x, y, z): 0.100000, 0.050000, 0.000000 nm
position R_B (x, y, z): 0.220000, 0.050000, 0.160000 nm
separation R = R_B - R_A: 0.120000, 0.000000, 0.160000 nm
distance |R|: 0.2000 nm
coefficient of Y(2,1) in n_x Y(1,0): -0.316228 +0.000000 i
coefficient of Y(2,-1) in n_x Y(1,0): 0.316228 +0.000000 i
coefficient of Y(2,1) in n_y Y(1,0): 0.000000 +0.316228 i
coefficient of Y(2,-1) in n_y Y(1,0): 0.000000 +0.316228 i
coefficient of Y(2,0) in n_z Y(1,0): 0.516398 +0.000000 i
coefficient of Y(0,0) in n_z Y(1,0): 0.577350 +0.000000 i
overlap of a with r f_b Y(0,0): 0.042046 nm
overlap of a with r f_b Y(2,0): -0.046665 nm
overlap of a with r f_b Y(2,1): -0.013566 nm
overlap of a with r f_b Y(2,-1): 0.013566 nm
overlap S, transforms: -0.104374
overlap S, grid: -0.104374
l+1 part of M_B: 0.008580, 0.000000, -0.024098 nm
l-1 part of M_B: 0.000000, 0.000000, 0.024275 nm
M_B: 0.008580, 0.000000, 0.000177 nm
R_B S: -0.022962, -0.005219, -0.016700 nm
D at origin 0, from overlaps: -0.014382, -0.005219, -0.016523 nm
D at origin 0, grid: -0.014382, -0.005219, -0.016523 nm
origin shift d: 0.300000, -0.200000, 0.100000 nm
-d S: 0.031312, -0.020875, 0.010437 nm
D at origin d, from overlaps: 0.016930, -0.026093, -0.006085 nm
D at origin d, grid: 0.016930, -0.026093, -0.006085 nm
M_A, recoupling on A: -0.003945, 0.000000, -0.016523 nm
M_B + R S: -0.003945, 0.000000, -0.016523 nm
orthogonalized dipole, formula: -0.003967, 0.000000, -0.016613 nm
orthogonalized dipole, grid, origin 0: -0.003967, -0.000000, -0.016613 nm
orthogonalized dipole, grid, origin d: -0.003967, -0.000000, -0.016613 nm
-e D at origin 0: 2.30431e-30, 8.36125e-31, 2.64721e-30 C m
grid spacing: 0.0060 nm
largest recoupling error, l = 0 to 4: 5.8e-16
largest overlap difference, 4 pairs: 5.0e-10
largest dipole difference, 4 pairs: 1.1e-10 nm
largest origin-shift difference, 4 pairs: 1.5e-10 nm
largest difference M_A - M_B - R S, 4 pairs: 6.8e-15 nm
distance of the separated pair: 0.70 nm
its computed |S|: 9.0e-15
its largest |M_B| component: 6.8e-16 nm
```
